# Spurious splitting of open p shells and current-corrected kinetic energy density

In a model atom with one p electron outside closed s shells, the Becke–Roussel (BR) exchange functional places the $m=1$ state 237 meV above the $m=0$ state. These states should have the same energy. When one term containing the current density is added to the functional, the difference falls to 7 meV. The same term reduces the splitting of TPSS from 343 to 227 meV, and cannot change that of PBE, 149 meV.

The model is not a particular element. Its Slater orbitals have decay lengths of 11 pm (1s), 40 pm (2s, orthogonalized to 1s) and 44 pm (2p). Both states use the same radial functions, without relaxation. Correlation, spin–orbit coupling and external magnetic fields are left out. The splitting is

$$\Delta=E(m{=}1)-E(m{=}0).$$

### What exchange has to cancel

Closed s shells carry no angular momentum, so the two determinants are members of one $L=1$ multiplet. The Hamiltonian is rotationally invariant, hence its expectation values are equal. The kinetic and nuclear energies are separately equal, because the radial functions are the same. The sum of Hartree and exact exchange energies must therefore be equal too, although neither term is.

With radial function $R(r)$, the p densities are

$$n_0=\frac{3R^2}{4\pi}\cos^2\theta=\frac{R^2}{4\pi}(1+2P_2),\qquad n_1=\frac{3R^2}{8\pi}\sin^2\theta=\frac{R^2}{4\pi}(1-P_2),$$

where $\cos^2\theta=(1+2P_2)/3$ was used. Write both as $(R^2/4\pi)(1+a_mP_2)$, with $a_0=2$ and $a_1=-1$. Let $C=e^2/4\pi\varepsilon_0$ and

$$F^k=C\iint R^2(r)R^2(r')\frac{r_<^k}{r_>^{k+1}}r^2r'^2\,dr\,dr'.$$

In the multipole expansion of $1/|\mathbf r-\mathbf r'|$, integration over the directions of $\mathbf r'$ multiplies $P_2$ by $4\pi/5$. The remaining average of $P_2^2$ is $1/5$. The self-repulsion is thus

$$J_{mm}=F^0+\frac{a_m^2}{25}F^2.$$

The s shells have a spherical potential, which sees only the common spherical part of the p density. The Hartree energy contains half of $J_{mm}$, so

$$\Delta E_H=\frac12\left(\frac1{25}-\frac4{25}\right)F^2=-\frac{3}{50}F^2.$$

Here $F^2=5.753$ eV, and $\Delta E_H=-3(5.753)/50$ eV $=-345$ meV. A Fourier-space calculation without a multipole expansion confirms this.

Exact exchange contains $-J_{mm}/2$, which cancels the self-repulsion. The s–p exchange involves only the dipole term of the Coulomb expansion, whose angular factor is $1/3$ for every $m$. Exact exchange therefore supplies $+345$ meV, and $\Delta=0$. An approximate functional has to reproduce this number from local information.

### Why local exchange misses it

Below, $n$, $t$ and $\mathbf j$ refer to one spin. The spin without the p electron is the same in both states and drops out of $\Delta$. Local spin-density exchange (LSDA) is $-c\int n^{4/3}d^3r$, with $c=\tfrac34(6/\pi)^{1/3}C$. For a lone p electron, put $u=\cos\theta$. The angular averages of $(1+a_mP_2)^{4/3}$ are

$$A_0=\int_0^1(3u^2)^{4/3}du=\frac{3}{11}3^{4/3}=1.180,$$

$$A_1=\left(\frac32\right)^{4/3}\frac12\int_{-1}^{1}(1-u^2)^{4/3}du=\frac12\left(\frac32\right)^{4/3}B\!\left(\frac12,\frac73\right)=1.051.$$

The substitution $v=u^2$ turns the second integral into the beta function. The dumbbell is more concentrated than the ring and receives more exchange:

$$\Delta E_x=c\,(A_0-A_1)\int_0^\infty4\pi r^2\left(\frac{R^2}{4\pi}\right)^{4/3}dr.$$

The ratio of this radial integral to $F^2$ depends on the shape of $R$, although for a single Slater orbital it is the same at every decay length. For the lone electron $\Delta=313$ meV, so LSDA gives $\Delta E_x=313+345=658$ meV, nearly twice the required value.

In this model the closed s shells reduce the error. Let $\bar n$ be the spherical average of the density. Where the p anisotropy is small compared with $\bar n$, expand $n^{4/3}$. The linear term averages to zero, and the quadratic coefficient is $\tfrac12\cdot\tfrac43\cdot\tfrac13=\tfrac29$. With $\langle P_2^2\rangle=1/5$ and $a_0^2-a_1^2=3$, the local contribution is

$$\Delta E_x\simeq\frac{2c}{15}\int\bar n^{-2/3}\left(\frac{R^2}{4\pi}\right)^2d^3r.$$

It has the same 4:1 weighting of the quadrupoles as the Hartree term, but a different radial weight. Additional s density makes it smaller, and enough of it would carry $\Delta$ through zero towards $-345$ meV. In the full model, without this expansion, LSDA gives $\Delta=38$ meV, or $\Delta E_x=383$ meV. The small splitting results from a near match of two quantities that no condition makes equal.

### What the kinetic energy density cannot see

Functionals beyond the gradient level often use

$$t=\frac{\hbar^2}{2m_e}\sum_i|\nabla\varphi_i|^2.$$

The $m=1$ orbital is $\varphi_1=-(p_x+ip_y)/\sqrt2$. Its density is $(p_x^2+p_y^2)/2$, and its contribution to $t$ is likewise the mean of the $p_x$ and $p_y$ contributions. A half-filled pair $p_x,p_y$ has the same $n$ and $t$ everywhere. What differs is the paramagnetic current density

$$\mathbf j=\frac{\hbar}{m_e}\,\mathrm{Im}\sum_i\varphi_i^*\nabla\varphi_i .$$

It vanishes for the pair, while for $\varphi_1$ the phase $e^{i\phi}$ gives $\mathbf j=\hbar n_1\hat{\boldsymbol\phi}/(m_er\sin\theta)$.

The distinction matters for exact exchange. With $\gamma(\mathbf r,\mathbf r')=\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')$, the exchange energy of this spin is $-\tfrac C2\iint|\gamma|^2/|\mathbf r-\mathbf r'|$. The s orbitals are real, so

$$\mathrm{Im}\,\gamma=\tfrac12\left[p_y(\mathbf r)p_x(\mathbf r')-p_x(\mathbf r)p_y(\mathbf r')\right].$$

The pair has the same real part and no imaginary part. Since $|\gamma|^2=(\mathrm{Re}\,\gamma)^2+(\mathrm{Im}\,\gamma)^2$, omitting the imaginary part raises the energy by

$$\delta E_x=\frac12\cdot\frac14\left(2J_{xy}-2K_{xy}\right)=\frac14(J_{xy}-K_{xy}).$$

Here $J_{xy}$ is the Coulomb integral and $K_{xy}$ the exchange integral of $p_x$ and $p_y$. Quadrupoles along perpendicular axes have the average product $P_2(0)/5=-1/10$, so $J_{xy}=F^0+4\cdot\tfrac15\cdot(-\tfrac1{10})F^2=F^0-\tfrac{2}{25}F^2$. The orbital $(p_x+p_y)/\sqrt2$ is a rotated $p_x$ and has the same self-repulsion:

$$J_{xx}=\tfrac14(2J_{xx}+2J_{xy}+4K_{xy}),\qquad K_{xy}=\tfrac12(J_{xx}-J_{xy})=\tfrac{3}{25}F^2 .$$

Therefore

$$\delta E_x=\frac{F^0}{4}-\frac{F^2}{20}=\frac{11.889}{4}-\frac{5.753}{20}=2.68\ \text{eV}.$$

A functional of $n$, its derivatives and $t$ must assign one exchange energy to both cases. The expression in $\gamma$ separates them by 2.68 eV, which is the part of the exchange of the $m=1$ state that resides in $\mathrm{Im}\,\gamma$ and is not recorded by $n$ or $t$. For the pair this expression is not the exchange energy of a physical state. For a lone electron it would make Hartree plus exchange energy equal to $\delta E_x$ instead of zero, a self-repulsion of the fractionally occupied orbitals. An equal ensemble of the $p_x$ and $p_y$ determinants has the same total energy as $m=1$. The $m=0$ orbital is real and has no such ambiguity.

### How the current enters the exchange hole

The exchange hole around an electron at $\mathbf r$ has magnitude $h(\mathbf r,\mathbf s)=|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2/n(\mathbf r)$. Averaging its Taylor series over the directions of $\mathbf s$ removes the linear term and replaces $s_as_b$ by $s^2\delta_{ab}/3$. Hence the average is $n+Qs^2+\dots$, with $Q=\tfrac16\nabla_s^2h|_{s=0}$. With $\nabla'$ acting on $\mathbf r'$,

$$\nabla'^2|\gamma|^2=\gamma^*\nabla'^2\gamma+\gamma\nabla'^2\gamma^*+2|\nabla'\gamma|^2 .$$

At $\mathbf r'=\mathbf r$, $\gamma=n$, and the other ingredients are

$$\sum_i(\varphi_i\nabla^2\varphi_i^*+\varphi_i^*\nabla^2\varphi_i)=\nabla^2n-\frac{4m_e}{\hbar^2}t,$$

$$\nabla'\gamma=\sum_i\varphi_i\nabla\varphi_i^*=\frac12\nabla n-\frac{im_e}{\hbar}\mathbf j,\qquad |\nabla'\gamma|^2=\frac{|\nabla n|^2}{4}+\frac{m_e^2j^2}{\hbar^2}.$$

Division by $n$ and collection of terms give

$$Q=\frac16\left[\nabla^2n-\frac{4m_e}{\hbar^2}\left(\tilde t-\frac{\hbar^2|\nabla n|^2}{8m_en}\right)\right],\qquad \tilde t=t-\frac{m_ej^2}{2n}.$$

The subtraction removes the kinetic energy density of the local drift at velocity $\mathbf j/n$. If all orbitals acquire a common phase $e^{i\chi(\mathbf r)}$, $t$ changes by $\hbar\,\mathbf j\cdot\nabla\chi+\hbar^2n|\nabla\chi|^2/2m_e$. Since $\mathbf j$ becomes $\mathbf j+\hbar n\nabla\chi/m_e$, the subtracted term changes by the same amount. Thus $\tilde t$ is unchanged, like the exchange hole.

At a point 60 pm from the nucleus and 60° from the axis, $t=4840$, the gradient term is 929 and the current term is 1149, all in eV nm$^{-3}$. The bracketed kinetic excess is 2762 with the current and 3911 without it. Direct averaging of the hole gives $Q=-71\,826$ nm$^{-5}$, as does the formula with $j$. Without $j$ the formula gives $-81\,876$ nm$^{-5}$, a hole that falls off too fast near the electron.

For a lone orbital $\sqrt n\,e^{iS}$,

$$t=\frac{\hbar^2}{2m_e}\left(\frac{|\nabla n|^2}{4n}+n|\nabla S|^2\right),\qquad \frac{m_ej^2}{2n}=\frac{\hbar^2n|\nabla S|^2}{2m_e}.$$

The kinetic excess then vanishes if $\tilde t$ is used. With $t$ alone, the $m=1$ orbital looks like a region shared by several orbitals.

### Why the correction lowers the BR energy of $m=1$

The BR model replaces the hole by a normalized exponential $\alpha^3e^{-\alpha\rho}/8\pi$, where $\rho$ is the distance from a centre displaced by $b$ from the electron. Let $x=\alpha b$. Matching the value at the electron gives $n=\alpha^3e^{-x}/8\pi$. Matching the Laplacian gives

$$6Q=n\left(\alpha^2-\frac{2\alpha}{b}\right)=n\alpha^2\left(1-\frac2x\right).$$

Inserting $\alpha^2=4\pi^{2/3}n^{2/3}e^{2x/3}$ yields

$$\left(1-\frac2x\right)e^{2x/3}=\frac{3Q}{2\pi^{2/3}n^{5/3}} .$$

The derivative of the left side is $2e^{2x/3}[(x-1)^2+2]/(3x^2)>0$. At fixed $n$, a larger $Q$ therefore means a larger $x$.

The interaction energy of the electron with this hole is

$$U=-\frac Cb\left[1-e^{-x}\left(1+\frac x2\right)\right]=-C(8\pi n)^{1/3}g(x),$$

$$g(x)=\frac{e^{x/3}}{x}\left[1-e^{-x}\left(1+\frac x2\right)\right].$$

The bracket, as a function of $b$, has second derivative $-\alpha^3be^{-\alpha b}/2$, as Poisson's equation requires. It is zero at $b=0$ and tends to one far away. Differentiating $g$ gives

$$g'(x)=\frac{e^{-2x/3}}{3x^2}k(x),\qquad k(x)=(x-3)e^x+x^2+2x+3 .$$

Now $k(0)=k'(0)=0$, and $k''=(x-1)e^x+2\ge1$ for $x\ge0$. Hence $k>0$ for $x>0$, and $U$ becomes deeper as $Q$ rises. The BR exchange energy of this spin is $E_x=\tfrac12\int nU\,d^3r$, so it becomes more negative as well.

The chain of signs is now fixed. Omitting $j$ makes $Q$ too low, which weakens BR exchange and raises $E(m{=}1)$. Restoring it lowers $E(m{=}1)$ and leaves $E(m{=}0)$ unchanged. This proves that $\Delta$ moves downward, not that it ends near zero; the latter depends on the hole model and the orbitals.

### How large the effect is

| Exchange functional | $\Delta$ without $j$ (meV) | $\Delta$ with $j$ (meV) |
|---|---:|---:|
| LSDA | 38 | same |
| PBE | 149 | same |
| TPSS | 343 | 227 |
| SCAN | 329 | 56 |
| BR | 237 | 7 |

The BR values use the exact curvature $Q$ derived above. A common variant of BR multiplies the kinetic excess by 0.8 and gives different splittings, here 215 meV without $j$ and 26 meV with it, so check which form a program uses before comparing. The SCAN values are more sensitive to the integration grid. The table gives the grid-converged 329.3 and 55.8 meV, while the grid used for the numerical output below gives values about 0.9 meV lower. The reductions are 34% for TPSS, 83% for SCAN and 97% for BR, relative to each functional's uncorrected splitting. The corrected BR splitting is $1.1\times10^{-21}$ J. For these orbitals, corrected TPSS and SCAN still split the states more than LSDA does (for SCAN the order reverses at a 1s decay length of 8 pm, 38 against 45 meV), so a correct current dependence does not by itself guarantee the smallest splitting.

The BR result survives moderate changes of the p orbital. For a 2p decay length of 36 pm the splitting falls from 321 to 7 meV, and for 52 pm from 197 to 11 meV. Removing the s shells is a harsher case: for a lone p electron with the 44 pm orbital, it falls from 746 to 277 meV. The kinetic excess is then correct for both states, so the remainder comes from the rest of the hole. The exact hole of a lone electron is its own density, a dumbbell or a ring, and a displaced exponential with the right value and curvature at one point does not reproduce either shape.

The current lowers the BR energy by $237-7=230$ meV in the model atom, far less than the 2.68 eV found above, but the two numbers are not comparable. BR normalizes its hole to one electron in both cases. The hole $|\gamma|^2/n$ of the half-filled pair holds less than one, since $\int|\gamma(\mathbf r,\mathbf r')|^2d^3r'=\sum_if_i^2|\varphi_i|^2<n$ when some occupations are $f_i=\tfrac12$. The pair has no current, so BR leaves it 237 meV above $m=0$ with or without the correction, although an ensemble of the $p_x$ and $p_y$ determinants is degenerate with $m=0$. Near-degeneracy of $m=0$ and $m=1$ therefore does not extend to fractional occupations.

### What to do in practice

To diagnose the error, calculate both a real p orbital and a complex $m=1$ orbital, and report their difference. A calculation restricted to real orbitals has $\mathbf j=0$, so it cannot reveal the current error or benefit from the correction. Half-filling $p_x$ and $p_y$ is no substitute for the complex orbital, since it removes the current as well.

For a functional that uses $t$, replace $t$ by $\tilde t$ separately for each spin. The replacement respects the lower bound set by the gradient term. Applying the Cauchy–Schwarz inequality to each Cartesian component of $\sum_i\varphi_i^*\nabla\varphi_i$ and summing gives

$$\frac{|\nabla n|^2}{4}+\frac{m_e^2j^2}{\hbar^2}\le n\sum_i|\nabla\varphi_i|^2=\frac{2m_e}{\hbar^2}nt,$$

which rearranges to $\tilde t\ge\hbar^2|\nabla n|^2/(8m_en)$.

A self-consistent calculation must also vary the current. Let $w=\partial e_x/\partial\tilde t$, where $e_x$ is the exchange energy density. Besides the usual operator from $t$, the subtraction adds

$$\hat h_j=\frac12\left(\mathbf a\cdot\hat{\mathbf p}+\hat{\mathbf p}\cdot\mathbf a\right)\frac1{m_e}+\frac{w\,m_ej^2}{2n^2},\qquad \mathbf a=-\frac{w\,m_e\mathbf j}{n}.$$

The first term follows from $\int\mathbf a\cdot\delta\mathbf j\,d^3r$ after integration by parts, with $\hat{\mathbf p}=-i\hbar\nabla$. The second comes from the explicit $n$ in the denominator of $\tilde t$. Omitting either would make the orbital equations inconsistent with the energy.

The formulas assume orbitals of definite spin. With spin–orbit coupling, $\gamma$ also has blocks that connect the two spins, and the hole curvature must be derived again from the full spin matrix. The splittings above should not be carried over to that case. The numerical output below gives the values to more digits.

## Numbers as computed

```
Decay lengths 1s, 2s, 2p: 11, 40, 44 pm
Slater integral F0: 11.8889 eV
Slater integral F2: 5.7527 eV
Hartree difference, m=1 minus m=0: -345.16 meV
Required exchange difference: 345.16 meV
Exact exchange lost without current part: 2.6846 eV
Local-exchange angular factor m=0: 1.18002 (no unit)
Local-exchange angular factor m=1: 1.05061 (no unit)
Test point: 60 pm from nucleus, 60 degrees from axis
n at point, m=1: 356.696 nm^-3
t at point: 4839.80 eV nm^-3
Gradient term at point: 928.96 eV nm^-3
Current term at point: 1148.74 eV nm^-3
Hole curvature Q, direct average: -71825.64 nm^-5
Hole curvature Q, formula with j: -71825.64 nm^-5
Hole curvature Q, formula without j: -81875.94 nm^-5
Splittings E(m=1)-E(m=0), model atom with s shells:
  LSDA without j: 38.25 meV
  PBE without j: 149.32 meV
  TPSS without j: 342.55 meV
  TPSS with j: 227.33 meV
  SCAN without j: 328.40 meV
  SCAN with j: 54.89 meV
  BR without j: 236.97 meV
  BR with j: 6.90 meV
BR with j, main result converted: 1.106e-21 J
BR change on coarser grid: 0.06767 meV
Splittings for a lone p electron:
  LSDA without j: 313.44 meV
  PBE without j: 514.22 meV
  BR without j: 746.06 meV
  BR with j: 276.65 meV
BR splitting for other 2p decay lengths, with s shells:
  36 pm: without j 320.87 meV, with j 7.21 meV
  44 pm: without j 236.97 meV, with j 6.90 meV
  52 pm: without j 196.81 meV, with j 10.77 meV
```
